# Hot lines, cold regions and impurities at an antiferromagnetic critical point

A metal at the edge of antiferromagnetic order has slow spin fluctuations with wave vectors near \(\pm\mathbf Q\). An electron at \(\mathbf k\) scatters strongly from them if both \(\mathbf k\) and \(\mathbf k\pm\mathbf Q\) lie on the Fermi surface. Such states form isolated hot spots in two dimensions and hot lines in three. In three dimensions the scattering rate on a hot line is proportional to \(T\), up to a logarithm, and the hot strip has a width proportional to \(\sqrt T\). The average rate is then proportional to \(T^{3/2}\), which suggests the same law for the resistivity. Yet a clean metal in this model has \(\rho\propto T^2\), and the \(T^{3/2}\) law comes back when impurities are added. Why should impurities reveal a scattering process that was there all along?

## The linear equation

Take a spherical Fermi surface of radius \(k_F\) and a current along \(\mathbf Q\parallel z\). Lengths in \(\mathbf k\) space are in units of \(k_F\), and \(u=k_z/k_F\). The fluctuations stay in equilibrium and have the spectrum

\[
\mathrm{Im}\,\chi=\frac{\omega}{\omega_q^2+\omega^2},\qquad \omega_q=k_BT_0\,|\mathbf q\mp\mathbf Q|^2 ,
\]

with one such contribution for each sign. The absence of a constant in \(\omega_q\) means critical tuning. Let \(t=T/T_0\).

In equilibrium, transitions from energy \(\varepsilon\) to \(\varepsilon'=\varepsilon+\omega\) occur at the rate

\[
P=G\,f(\varepsilon)[1-f(\varepsilon')]\,n(\omega)\,\mathrm{Im}\,\chi(\omega),
\]

where \(n\) is the Bose function and \(G\) contains the squared coupling and the density of states. Negative \(\omega\) describes emission. Detailed balance makes \(P\) equal for the reverse transition.

Under a force \(F\), write \(f=f_0+(-f_0')\varphi\), with \(\varphi=Fv_F\Phi\). Since \(-f_0'=f_0(1-f_0)/k_BT\), to first order \(f/(1-f)\) is its equilibrium value times \(1+\varphi/k_BT\). The net flow from \(\mathbf k\) to \(\mathbf k'\) is therefore \(P(\varphi-\varphi')/k_BT\). I take \(\Phi\) to be independent of energy across the thermal layer and integrate over both energies, using

\[
\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\omega)]=\omega[n(\omega)+1],\qquad n(n+1)=\frac{1}{4\sinh^2(\omega/2k_BT)} .
\]

With \(x=\omega/k_BT\) and \(y=\omega_q/k_BT\), the scattering kernel is \(G\,J(y)\), where

\[
J(y)=\int_{-\infty}^{\infty}\!dx\,\frac{x^2}{4\sinh^2(x/2)}\,\frac{1}{x^2+y^2}.
\]

At \(y=1.7\), the double integral over energies and a closed evaluation of \(J\) both give 1.164718.

From here on, rates are in units of \(G\). An isotropic impurity rate \(g\) is added. The drive is odd in \(u\), so \(\Phi\) is odd and \(\langle\Phi\rangle=0\), where the brackets average over the sphere. The equation to solve is

\[
u=L\Phi=g\Phi+\langle M(\mathbf k,\mathbf k')(\Phi-\Phi')\rangle_{\mathbf k'},\qquad
M=\sum_\pm J\!\left(\frac{|\mathbf k-\mathbf k'\mp\mathbf Q|^2}{t}\right).
\]

The density of states for both spins is \(3n_e/(mv_F^2)\), with \(n_e\) the electron density. The current is thus proportional to \((3n_ee^2/m)\langle u\Phi\rangle\), and

\[
\rho=\frac{m}{n_ee^2}\,G R,\qquad R=\frac{1}{3\langle u\Phi\rangle}.
\]

Because \(L\) is symmetric and positive for odd functions, this is also a minimum problem. For any odd trial function \(\Psi\), the Cauchy–Schwarz inequality gives \(\langle u\Psi\rangle^2=\langle\Phi L\Psi\rangle^2\le\langle\Phi L\Phi\rangle\langle\Psi L\Psi\rangle\). Since \(\langle\Phi L\Phi\rangle=\langle u\Phi\rangle\),

\[
R\le\frac{\langle\Psi L\Psi\rangle}{3\langle u\Psi\rangle^2},\qquad
\langle\Psi L\Psi\rangle=g\langle\Psi^2\rangle+\tfrac12\langle\!\langle M(\Psi-\Psi')^2\rangle\!\rangle .
\]

Equality holds for \(\Psi=\Phi\). Scattering costs resistance only in so far as \(\Psi\) differs between the two states it connects.

## How hot are the hot lines?

For small \(y\) the factor \(1/(x^2+y^2)\) is a narrow peak of area \(\pi/y\), so \(J\simeq\pi/y\). For large \(y\) one needs

\[
\int_0^\infty\!\frac{x^s\,dx}{4\sinh^2(x/2)}=\sum_{n\ge1}n\int_0^\infty x^se^{-nx}dx=\Gamma(s+1)\zeta(s),\qquad s>1 .
\]

At \(s=2\) this gives \(J\simeq2\pi^2/(3y^2)\). Because \(x^2+y^2\ge y^2\), this limit is also an upper bound at every \(y\).

The rate out of \(\mathbf k\) is \(D=\langle M\rangle_{\mathbf k'}\). Set \(p=|\mathbf k\mp\mathbf Q|\). The squared distance from that point to a point on the sphere is \(1+p^2-2pc\), with \(c\) the cosine of the angle between them. Averaging over \(c\) gives, for each sign,

\[
D_\pm=\frac{t}{4p}\int_{(1-p)^2/t}^{(1+p)^2/t}\!J(y)\,dy .
\]

At \(u=Q/2+\delta\) and for the upper sign, \(p^2=1-2uQ+Q^2=1-2Q\delta\), so \(|1-p|\simeq Q|\delta|\). Inside the strip \(Q|\delta|<\sqrt t\), the \(\pi/y\) behaviour makes \(D\) of order \(t\) times a logarithm of \(\sqrt t/(Q|\delta|)\). At critical tuning this diverges on the line itself, but so weakly that its average is finite. Outside it,

\[
D\simeq\frac t4\cdot\frac{2\pi^2}{3}\cdot\frac{t}{Q^2\delta^2}=\frac{a t^2}{\delta^2},\qquad a=\frac{\pi^2}{6Q^2}.
\]

There are two hot lines, at \(u=\pm Q/2\), and the sphere average is \(\frac12\int du\). Interchanging the integrals over \(\delta\) and \(y\),

\[
\langle D\rangle\simeq\int d\delta\,\frac t4\int_{Q^2\delta^2/t}^{\infty}\!J\,dy
=\frac t4\,\frac{2\sqrt t}{Q}\int_0^\infty\!\sqrt y\,J\,dy=\frac{C}{2Q}\,t^{3/2}.
\]

Here the factor \(2\sqrt{ty}/Q\) is the range of \(\delta\) allowed at given \(y\). Since \(\int_0^\infty\sqrt y\,dy/(x^2+y^2)=\pi/\sqrt{2x}\) for \(x>0\), the constant is

\[
C=\sqrt2\,\pi\,\Gamma(5/2)\,\zeta(3/2)=15.43 .
\]

Now displace the whole Fermi sphere rigidly, \(\Psi=u\). Then \(\langle u^2\rangle=1/3\), and near the hot lines \((u-u')^2\simeq Q^2\). The variational expression becomes

\[
R_{\rm rigid}=g+\tfrac32Q^2\langle D\rangle=g+\tfrac34\,QC\,t^{3/2}.
\]

This is the naive law. It is an upper bound on the resistance, and it is close to the true resistance only if the electrons nearly adopt a rigid displacement.

## Why a clean metal avoids the cost

With \(g=0\), nothing holds the deviation in the shape \(u\). Try instead

\[
\Psi=u\,(u^2-Q^2/4)^2 ,
\]

which vanishes quadratically on both hot lines. Let \(d=|\mathbf k-\mathbf k'\mp\mathbf Q|\). This cannot be smaller than \(|p-1|\), the distance from \(\mathbf k\mp\mathbf Q\) to the sphere. From \(p^2-1=\mp2Q(u\mp Q/2)\),

\[
|u\mp Q/2|=\frac{|p-1|(p+1)}{2Q}\le\frac{2+Q}{2Q}\,d .
\]

The same holds for \(\mathbf k'\) with the signs reversed. Hence \((\Psi-\Psi')^2\) is at most a constant times \(d^4\), while \(J\le2\pi^2t^2/(3d^4)\). The product is bounded by a constant times \(t^2\), even on the hot lines, so \(R\) is at most of order \(t^2\).

It cannot be smaller in order. Since \(J\) decreases with \(y\) and \(d\le2+Q\), \(M\) has a minimum \(M_{\min}\propto t^2\) at low \(t\). For odd \(\Psi\) the cross term \(\langle\Psi\rangle^2\) vanishes, so the cost is at least \(M_{\min}\langle\Psi^2\rangle\). With \(\langle u\Psi\rangle^2\le\langle\Psi^2\rangle/3\), this gives \(R\ge M_{\min}\). The clean resistivity is squeezed between two multiples of \(T^2\).

The cold regions short-circuit the hot lines. Strong scattering equalizes \(\Phi\) at the two ends of a hot-line transition. Here those ends have opposite \(u\) and \(\Phi\) is odd, so it vanishes there. The cold regions carry the current, at a cost set by their own \(T^2\) rate.

For \(Q=1.2\) and \(t=10^{-4}\), the strip \(|u-Q/2|<3\sqrt t\) covers 6.0 % of the half-sphere \(u>0\) (the program prints 6.3 % because it sums whole grid weights). It accounts for about 89 % of the scattering and less than 0.01 % of the clean current. The rigid shift would cost \(R=1.375\times10^{-5}\); the solution costs \(2.44\times10^{-7}\), some 56 times less. The solved coefficient is \(B=R/t^2=24.4\).

Apart from numerical factors, the bounds did not use the dimension, so the \(T^2\) law also holds for hot spots on a Fermi circle. With a critical gap equal to \(t\) added to \(\omega_q/k_BT_0\), the important displacements of \(\mathbf k\) and \(\mathbf k'\) along the circle are each of order \(\sqrt t\), and the rigid cost is proportional to \(T\). The solved exponents at \(t=10^{-4}\) are 1.00 for the rigid shift and 2.00 for the clean solution.

## How impurities restore the law

Write \(L=g+S\), with \(S\) the fluctuation part. If \(g\) is large compared with \(t\), the scale of the rate in the hot strip up to logarithms, \(L^{-1}=1/g-S/g^2+\dots\), and

\[
3\langle u\Phi\rangle=\frac1g-\frac{3\langle uSu\rangle}{g^2}+\dots,\qquad
R=g+3\langle uSu\rangle+\dots
\]

The first correction is the rigid-shift cost, so

\[
\boxed{\,R-g\simeq\tfrac34\,QC\,t^{3/2}\,}
\]

Impurity scattering, acting over the whole surface, fixes \(\Phi\simeq u/g\). The electrons can no longer empty the hot strip of current at little cost, and each hot-line collision adds to the resistance. The next term is of order \(\langle uS^2u\rangle/g\sim t^2\sqrt t/g\), smaller than the first by \(t/g\) up to logarithms. For \(g=1\), the solved rise divided by the boxed formula is 0.990 at \(t=10^{-4}\) and 0.997 at \(10^{-5}\).

The velocity must change along the driving field at the hot line. For a current perpendicular to \(\mathbf Q\), \((k_x-k_x')^2\) is at most \(d^2\). The rigid cost then contains \(t^2d^2/d^4\), which is integrable over the three relative coordinates, and is of order \(T^2\); the solved exponent is 1.99. This exception comes from the parabolic band, in which velocity is linear in \(\mathbf k\): the velocity change is then the same fixed vector all along a hot line, and a field perpendicular to that vector escapes the \(T^{3/2}\) cost. An ellipsoidal Fermi surface with mass tensor \(\hat m\) also has such directions. There the velocity change is proportional to \(\hat m^{-1}\mathbf Q\) and, in the dirty limit, the field is proportional to \(\hat m\mathbf j\), so their product is proportional to \(\mathbf Q\cdot\mathbf j\). The escaping current is again perpendicular to \(\mathbf Q\); this coincides with perpendicular to the velocity change only if \(\mathbf Q\) lies along a principal axis. In a non-parabolic band the velocity change generally varies along the hot line, and no current direction need escape.

Between the dirty and clean limits lies a third regime, in which fluctuations beat impurities for \(|\delta|<\delta^*=t\sqrt{a/g}\), a strip wider than \(\sqrt t\) but still narrow. Dropping the in-scattering gives \(\Phi=u/(g+at^2/\delta^2)\). With \(u\simeq Q/2\) near the line, the conductivity loses

\[
\frac1g-3\langle u\Phi\rangle\simeq\frac{3Q^2}{4g}\int_{-\infty}^{\infty}\!\frac{at^2\,d\delta}{g\delta^2+at^2}
=\frac{3\pi Q^2}{4g}\,t\sqrt{\frac ag}.
\]

Multiplying this small loss by \(g^2\) gives

\[
R-g\simeq A\,t\sqrt g,\qquad A\approx\tfrac{3\pi}{4}Q^2\sqrt a=3.63 .
\]

An upper bound follows from \((\Phi-\Phi')^2\le2\Phi^2+2\Phi'^2\), which replaces \(D\) by \(2D\) and gives \(A\le5.13\) at leading order. The full solution has \(A=4.82\) at \(g=10^{-10}\) and \(t=10^{-8}\). The numerical output calls both values bounds, but the lower one is derived here only as an estimate.

Equating neighbouring laws gives the crossovers

\[
t_1=\left(\frac{4A}{3QC}\right)^2g=0.12\,g,\qquad t_2=\frac AB\sqrt g=0.20\sqrt g .
\]

## Numbers for a heavy-fermion metal

Take round, illustrative parameters for a heavy-electron metal at its antiferromagnetic critical point: \(k_F=7\ \mathrm{nm^{-1}}\), mass \(50\,m_e\), \(T_0=100\) K, \(\hbar G=0.2\,k_BT_0\) and \(Q=1.2\,k_F\). The value of \(G\) is an assumption. The coupling that scatters the electrons also damps the fluctuations, and if the electrons of this sphere supplied all the damping, \(\hbar G\) would be about \(20\,k_BT_0\) (free-electron Landau damping, three spin components) and quasiparticles on the hot lines would be lost. The smaller value supposes that other electrons do most of the damping. Then \(n_e=k_F^3/3\pi^2=1.16\times10^{22}\ \mathrm{cm^{-3}}\), \(G=2.62\times10^{12}\ \mathrm{s^{-1}}\), and \((m/n_ee^2)G=40.1\ \mu\Omega\,\)cm. The dirty-limit coefficient is \(40.1\times13.89/100^{3/2}=0.557\ \mu\Omega\,\mathrm{cm/K^{3/2}}\).

A dirty sample with \(g=0.3\) has \(\rho_0=12.0\ \mu\Omega\,\)cm, a pure one with \(g=0.01\) has \(0.40\ \mu\Omega\,\)cm. The rise above \(\rho_0\), in \(\mu\Omega\,\)cm, with the logarithmic slope between \(T\) and \(1.1\,T\) in brackets (within about 0.01 of the local exponent), is:

| T (K) | dirty | pure | clean limit |
|---|---|---|---|
| 0.01 | 0.00055 (1.49) | 0.00053 (1.45) | 0.0000098 (2.00) |
| 0.5 | 0.173 (1.41) | 0.093 (1.21) | 0.024 (1.99) |
| 1 | 0.456 (1.37) | 0.219 (1.29) | 0.096 (1.98) |
| 5 | 3.87 (1.30) | 2.34 (1.65) | 2.13 (1.81) |

At 1 K the dirty sample's rise is nearly five times the clean value, so the impurity and fluctuation contributions are not additive as Matthiessen's rule would have it. The crossover estimates for the pure sample are 0.12 K and 2.0 K. That window is too narrow for a linear law, and the lowest exponent in the full output is 1.21. The dirty sample has \(T_1=3.6\) K, yet its exponent is already 1.37 at 1 K. Part of this drop comes from the rigid cost itself, which falls below the boxed formula by a relative amount of order \(\sqrt t\), so \(T_1\) does not mark a sharp end of the \(T^{3/2}\) law. The clean exponent falls below 2 because \(y^2J(y)\) increases with \(y\), so the cost of any fixed \(\Psi\), divided by \(t^2\), falls as \(t\) rises.

The table keeps the fluctuations critical at every temperature. In three dimensions thermal fluctuations are expected to open a gap \(r\propto t^{3/2}\), added to \(\omega_q/k_BT_0\). With unit prefactor it lowers the rise at 1 K by 16 % in the dirty sample and 2.4 % in the pure one. In the dirty limit, \(J(y)\) becomes \(J(y+r/t)\), and the \(\pi/y\) part changes \(C\) by

\[
-\pi\frac rt\int_0^\infty\frac{dy}{\sqrt y\,(y+r/t)}=-\pi^2\sqrt{r/t}\propto-t^{1/4}.
\]

The \(T^{3/2}\) law survives as the limiting law but is approached slowly.

Other omissions differ in weight. On the hot line at 1 K, with this gap, the thermally averaged rate is \(\hbar/\tau=0.52\,k_BT\), so the quasiparticle picture is marginal there. The energy dependence of \(\Phi\) leaves the leading dirty coefficient alone, because \(u/g\) has none. In the clean limit it can only lower \(R\); an estimate without in-scattering gives a conductivity factor of 1.10. Degeneracy is good (\(T/T_F=0.012\) at 5 K), and phonons add about \(7\times10^{-5}\ \mu\Omega\,\)cm at 5 K for rough typical inputs. Drag of the fluctuations by the electrons has not been sized.

Real cerium compounds have several anisotropic Fermi-surface sheets, so the coefficients above are illustrative and do not predict the resistivity of a particular compound. The dirty sample's \(\rho_0\) is high for a good crystal, and superconductivity can hide the lowest temperatures. The short circuit also needs cold regions. If the fluctuations scattered strongly between all parts of the surface, no choice of \(\Phi\) could avoid them, and the clean \(T^2\) argument would fail.

## Computed values

```
kernel J(1.7): double integral 1.164718, formula 1.164718
constant C: quadrature 15.4290, formula 15.4290
out-rate, grid against exact formula: largest error 3.0e-06
3D exponents at t=1e-4: rigid shift 1.494, clean solution 2.000
3D rates at t=1e-4 (units of G): rigid 1.375e-05, clean 2.438e-07
clean coefficient B = R/t^2 = 24.384
hot strip |u-Q/2|<3 sqrt(t), t=1e-4: area 6.3 %, scattering 89.3 %
  its share of the clean current 0.004 %, Phi(hot)/Phi(max) -6.7e-08
2D exponents at t=1e-4: rigid shift 1.001, clean solution 1.999
rigid shift across Q: exponent 1.994
dirty limit g=1, t=1e-04: solved rise / (3/4)QC t^1.5 = 0.9899
dirty limit g=1, t=1e-05: solved rise / (3/4)QC t^1.5 = 0.9968
dirty coefficient (3/4) Q C = 13.886
intermediate g=1e-10, t=1e-8: exponent in T 1.003, in g 0.499
  coefficient A = 4.823, bounds 3.626 and 5.128
inputs: kF 7.0 nm^-1, mass 50 m_e, T0 100 K, hbar G/(kB T0) 0.2, Q/kF 1.2
density 1.158e+22 cm^-3, G 2.618e+12 s^-1, (m/ne^2)G 40.11 uohm cm
T^1.5 coefficient 0.5569 uohm cm/K^1.5, clean T^2 coefficient 0.09779 uohm cm/K^2
dirty: g 0.3, rho0 12.032 uohm cm, mean free path 20.6 nm, kF*l 144
  crossover estimates T1 3.619 K, T2 10.83 K
pure: g 0.01, rho0 0.401 uohm cm, mean free path 619.0 nm, kF*l 4333
  crossover estimates T1 0.121 K, T2 1.98 K
T (K) | rise in uohm cm (exponent): dirty | pure | clean limit
 0.01 | 5.507e-04 (1.49) | 5.288e-04 (1.45) | 9.779e-06 (2.00)
 0.10 | 1.685e-02 (1.47) | 1.281e-02 (1.28) | 9.777e-04 (2.00)
 0.20 | 4.647e-02 (1.45) | 3.061e-02 (1.23) | 3.908e-03 (2.00)
 0.50 | 1.733e-01 (1.41) | 9.297e-02 (1.21) | 2.435e-02 (1.99)
 1.00 | 4.561e-01 (1.37) | 2.192e-01 (1.29) | 9.650e-02 (1.98)
 2.00 | 1.164e+00 (1.33) | 5.595e-01 (1.45) | 3.761e-01 (1.94)
 5.00 | 3.867e+00 (1.30) | 2.336e+00 (1.65) | 2.127e+00 (1.81)
thermal gap r=t^1.5 at 1 K changes the dirty rise by -16.0 %
thermal gap r=t^1.5 at 1 K changes the pure rise by -2.4 %
hot line at 1 K with this gap: hbar/(tau kB T) = 0.52
Fermi temperature 433 K, T/T_F at 5 K 0.0115
energy-dependent Phi, cold T^2 rate without in-scattering: conductivity factor 1.097
phonon part at 5 K (rough inputs Debye 250 K, 50 uohm cm at 300 K): 6.9e-05 uohm cm
```
